\section*{Travelling and decaying ripples in surface electromigration on a conductor edge, part 1}

(Sections cited here and not found follow in the second part.)

\section{One edge: from a resting ripple to a travelling one}

\subsection{The situation and the question}

A thin metal line carries a dense direct current. Its sidewall is slightly wavy, and the line is warm enough for atoms to diffuse along that wall. Two influences act on them. The edge energy favours a straight wall, while the current pushes atoms along the line. The waviness also bends the current, so the push is not the same at a crest and in a trough. Does the current amplify a ripple, flatten it, or move it?

I look at the line from above and treat one sidewall as a curve,
\begin{equation}
 y=h(x,t),\qquad \text{metal in } y<h(x,t).
\end{equation}
Outside is an insulator. The ripple has the same shape through the whole film thickness, and the top and bottom faces are capped so that no atoms move along them. Atoms travel along the sidewall alone, neither through the bulk nor along grain boundaries. Temperature and resistivity are uniform. For now the other sidewall is infinitely far away.

The axis $x$ points along the migration force on an edge atom. On a flat wall this force has the value $F>0$. It is written as $Z^*eE_0$, where $Z^*$ is the effective valence, $e>0$ the elementary charge and $E_0$ the $x$ component of the electric field. If $Z^*$ is negative, $E_0$ is negative on this axis, and $x$ is the direction of electron flow. The derivation below uses the ratio of local to mean field, so it holds for either sign of $E_0$.

\subsection{Bookkeeping for atoms on the edge}

Let $J$ be the number of atoms passing a point of the edge per unit time and per unit film thickness, counted positive towards increasing $x$. Each atom occupies a volume $\Omega$. Between two fixed positions $x_1$ and $x_2$, the area of metal changes by what enters minus what leaves:
\begin{equation}
 \frac{d}{dt}\int_{x_1}^{x_2}h\,dx=\Omega\,[J(x_1)-J(x_2)]
 =-\Omega\int_{x_1}^{x_2}\partial_xJ\,dx .
\end{equation}
The interval is arbitrary, so the integrands agree:
\begin{equation}
 \partial_t h=-\Omega\,\partial_xJ. \label{eq:cons}
\end{equation}
No small slope has been assumed here. A uniform flux, however large, leaves the shape unchanged. What counts is how the flux varies along the edge.

An atom subject to a force $f$ along the edge drifts at the velocity $Df/(k_BT)$, where $D$ is the edge diffusivity. With $\nu$ mobile atoms per unit area of sidewall,
\begin{equation}
 J=\frac{\nu D}{k_BT}\,f,\qquad
 M\equiv\frac{\Omega\nu D}{k_BT},\qquad
 \Omega J=Mf. \label{eq:flux}
\end{equation}
Isotropic mobility means that $M$ doesn't depend on the direction in which the edge runs. The second half shows what happens when it does.

\subsection{Stage 1: no current}

With the current off, the force comes from the edge energy $\gamma$ per unit area. Per unit film thickness this energy is
\begin{equation}
 U=\gamma\int\sqrt{1+h_x^2}\,dx ,
\end{equation}
where subscripts denote derivatives. Change the shape by a small local amount $\delta h$. Then
\begin{align}
 \delta U&=\gamma\int\frac{h_x}{\sqrt{1+h_x^2}}\,\delta h_x\,dx\\
 &=-\gamma\int\partial_x\!\left(\frac{h_x}{\sqrt{1+h_x^2}}\right)\delta h\,dx .
\end{align}
The second line is an integration by parts, whose end terms vanish because $\delta h$ is local. The same change adds $\int\delta h\,dx/\Omega$ atoms per unit thickness. The energy per added atom is therefore
\begin{equation}
 \mu=\gamma\Omega\kappa,\qquad
 \kappa=-\partial_x\frac{h_x}{\sqrt{1+h_x^2}}
 =-\frac{h_{xx}}{(1+h_x^2)^{3/2}} .
\end{equation}
For the last form, the derivative of the quotient is $h_{xx}(1+h_x^2)^{-1/2}-h_x^2h_{xx}(1+h_x^2)^{-3/2}$. Over a common denominator the numerator is $h_{xx}(1+h_x^2-h_x^2)=h_{xx}$. On a crest $h_{xx}<0$, so $\kappa>0$: an atom costs more energy there than on a flat wall.

The force along the edge is $f=-\partial_s\mu$, with $s$ the arc length and $\partial_s=(1+h_x^2)^{-1/2}\partial_x$. For small slopes, $\partial_s$ becomes $\partial_x$ and $\kappa$ becomes $-h_{xx}$; the corrections are of third order in the ripple height. Hence
\begin{equation}
 f=\gamma\Omega h_{xxx},\qquad
 \partial_th=-\partial_x(Mf)=-B\,h_{xxxx},\qquad B\equiv M\gamma\Omega .
\end{equation}
For $h\propto e^{ikx}$, four derivatives give $(ik)^4=k^4$, and so
\begin{equation}
 \partial_th=-Bk^4h. \label{eq:cap}
\end{equation}

The fourth power can be traced. Two derivatives turn shape into curvature, one turns curvature into force, and one turns flux into accumulation. As a limiting check, a straight tilted edge and an edge of uniform small curvature both have $h_{xxx}=0$. There is no difference in $\mu$ to drive atoms, and neither shape changes at this order.

\subsection{Stage 2: current on, but the field left uniform}

The simplest guess for the effect of the current is to keep the field at its flat-edge value, directed along $x$. Its component along an edge inclined at the angle $\theta=\arctan h_x$ is
\begin{equation}
 E_0\cos\theta=\frac{E_0}{\sqrt{1+h_x^2}}=E_0\left(1-\tfrac12h_x^2+\dots\right).
\end{equation}
The change is of second order in the slope. In this guess the current would have no linear effect on the ripple. The guess also fails as electrostatics: on an inclined part of the edge, a field along $x$ has a component normal to the edge, and current would flow into the insulator. The correction needed to prevent this turns out to be of first order.

\subsection{Stage 3: the field below a ripple}

The shape changes so slowly that the current distribution adjusts to it at each instant. With uniform resistivity, the potential $\varphi$ obeys $\nabla^2\varphi=0$ in the metal. At the edge no current passes outwards. The normal is proportional to $(-h_x,1)$, so
\begin{equation}
 -h_x\varphi_x+\varphi_y=0\qquad\text{at } y=h. \label{eq:bc}
\end{equation}
Write $\varphi=-E_0x+\varphi_1$, where $\varphi_1$ is of first order in $h$. Substitution gives
\begin{equation}
 E_0h_x-h_x\varphi_{1,x}+\varphi_{1,y}=0\qquad\text{at } y=h .
\end{equation}
The middle term is a product of two first-order quantities and is dropped. Evaluating $\varphi_{1,y}$ at $y=0$ instead of $y=h$ changes it by about $h\varphi_{1,yy}$, which is also of second order. What remains is
\begin{equation}
 \varphi_{1,y}(x,0)=-E_0h_x. \label{eq:linbc}
\end{equation}

For $h\propto e^{ikx}$, the harmonic function that dies out deep in the metal is
\begin{equation}
 \varphi_1=C\,h\,e^{|k|y}.
\end{equation}
The modulus is needed because $k$ may have either sign while $y$ runs to $-\infty$. Equation \eqref{eq:linbc} gives $|k|C=-ikE_0$, so $C=-i\,\mathrm{sgn}(k)E_0$.

The unit tangent is $(1,h_x)/\sqrt{1+h_x^2}$. The component $E_y=-\varphi_{1,y}$ is already of first order, and in the tangential field it is multiplied by $h_x$. To first order, then, $E_t=E_0-\varphi_{1,x}$. Since
\begin{equation}
 \varphi_{1,x}=ik\,[-i\,\mathrm{sgn}(k)]E_0h=|k|E_0h,
\end{equation}
the result is
\begin{equation}
 \frac{E_t}{E_0}=1-|k|h. \label{eq:field}
\end{equation}
The field is weaker at a crest, where the current has room to spread out, and stronger at a trough, where it is squeezed. The change is proportional to height divided by wavelength.

This law can be checked on a shape whose field is known in closed form. Let $z=x+iy$ and $\zeta=\xi+i\eta$, and map the lower half plane $\eta<0$ by
\begin{equation}
 z=\zeta+ia\,e^{-ik\zeta},\qquad k>0,\quad 0<ka<1 .
\end{equation}
On $\eta=0$ this gives $x=\xi+a\sin k\xi$ and $y=a\cos k\xi$, a periodic edge with its crest at $\xi=0$. Take the complex potential $w=-E_0\zeta$, whose real part is $\varphi$. Its imaginary part is constant on $\eta=0$, so no current crosses the edge. The field magnitude at the edge is
\begin{equation}
 \left|\frac{dw}{dz}\right|=\frac{|E_0|}{|dz/d\zeta|}
 =\frac{|E_0|}{|1+ka\,e^{-ik\xi}|}
 =\frac{|E_0|}{\sqrt{1+2ka\cos k\xi+k^2a^2}} .
\end{equation}
To first order this is $|E_0|(1-ka\cos k\xi)=|E_0|(1-ky)$, in agreement with \eqref{eq:field}. For $ka=0.1$ the map gives $1/1.1=0.909$ of the mean field at the crest and $1/0.9=1.111$ at the trough, where the linear law gives $0.9$ and $1.1$. The differences are of order $(ka)^2=0.01$, as they should be.

\subsection{Stage 4: the ripple moves}

The migration force follows the local field, so it equals $FE_t/E_0$. This is a local law; it requires the electron mean free path to be short compared with $1/|k|$. Adding the capillary force of Stage 1,
\begin{equation}
 \Omega J=M\left[F(1-|k|h)+\gamma\Omega h_{xxx}\right].
\end{equation}
The constant part of the flux drops out of \eqref{eq:cons}. With $A\equiv MF$,
\begin{equation}
 \partial_th=A|k|\,\partial_xh-Bh_{xxxx}
 =\left(iAk|k|-Bk^4\right)h. \label{eq:growth}
\end{equation}
For $h\propto e^{i(kx-\omega t)}$ the left side is $-i\omega h$. Multiplying both sides by $i$ gives
\begin{equation}
 \boxed{\;\omega=-A\,k|k|-iB\,k^4\;},\qquad A=MF,\quad B=M\gamma\Omega. \label{eq:disp}
\end{equation}
The magnitude of the frequency is $Ak^2$, and the damping rate is $Bk^4$. For $k>0$ the real ripple is
\begin{equation}
 h=a\,e^{-Bk^4t}\cos(kx+Ak^2t). \label{eq:real}
\end{equation}
A crest sits where the phase is constant, so it moves at the velocity $-Ak$, against the drift of the atoms.

The direction follows from the flux alone. Atoms drift towards $+x$, fastest in the troughs and slowest at the crests. On the upstream flank of a crest the flux falls along the way, so atoms pile up there. On the downstream flank the flux rises again and atoms are removed. The crest is rebuilt on its upstream side. A trough, which is a shallow piece of missing metal, moves the same way.

\subsection{Why the field neither feeds nor damps the ripple}

That the field term is purely imaginary follows from symmetry and doesn't depend on the details of Stage 3. Let the axis now be fixed and let $F$ take either sign. Write $h\propto e^{ikx+st}$, and let $c(k)F$ be the part of $s$ that is linear in $F$. Because $h$ is real, the modes $k$ and $-k$ are complex conjugates, so $c(-k)=c(k)^*$. A mirror reflection of $x$ reverses both $k$ and $F$. If the edge has no preferred sense along $x$, the growth rate is unchanged:
\begin{equation}
 c(k)F=c(-k)(-F)=-c(k)^*F .
\end{equation}
Hence $c=-c^*$, and $c$ is imaginary. The part of $s$ that is linear in $F$ can shift a ripple on such an edge, but it cannot make it grow or decay. In the present model $s$ has no other dependence on $F$. The symmetry doesn't exclude a real term of order $F^2$. Such a term appears if mobile atoms exchange with the solid only after a finite time, which the model takes to be zero, and it favours the growth of very long waves. The argument fails if mobility distinguishes an uphill from a downhill slope.

The factor $k|k|$ also has a meaning of its own. A local term $h_{xx}$ with a real coefficient would give the real factor $-k^2$, that is, growth or decay. Propagation at a frequency quadratic in $k$ needs the modulus, and the modulus comes from the potential: the field at one point of the edge depends on the shape of the edge elsewhere.

\section{Two edges, tilted mobility and numbers}

\subsection{What is carried over}

The metal lies below the edge $y=h(x,t)$, and $x$ points along the migration force $F$ on an edge atom. The mobility factor is $M=\Omega\nu D/(k_BT)$, with atomic volume $\Omega$, mobile atoms per area $\nu$ and edge diffusivity $D$; $\gamma$ is the edge energy per area. The shape obeys $\partial_th=-\Omega\partial_xJ$, where $\Omega J$ is $M$ times the force along the edge. For one edge of a very wide conductor, a small ripple $h\propto e^{i(kx-\omega t)}$ has
\begin{equation}
 \omega=-Ak|k|-iBk^4,\qquad A=MF,\quad B=M\gamma\Omega .
\end{equation}
Below, $k>0$. Crests then move at the phase velocity $-Ak$, against the atomic drift.

\subsection{Stage 5: which ripples travel before they fade}

Frequency and damping are equal when $Ak^2=Bk^4$, that is, at
\begin{equation}
 k_c^2=\frac AB=\frac{F}{\gamma\Omega}. \label{eq:kc}
\end{equation}
The factor $M$ cancels. Diffusivity sets how fast everything happens, but not which wavelengths travel well. Written as $F/k_c=\gamma\Omega k_c$, the condition says that the work of the migration force over the length $1/k_c$ equals a capillary energy per atom, $\gamma\Omega$ times a curvature $k_c$.

During one period $2\pi/(Ak^2)$ the amplitude falls by the factor
\begin{equation}
 \exp\!\left(-Bk^4\,\frac{2\pi}{Ak^2}\right)=\exp\!\left(-2\pi\frac{k^2}{k_c^2}\right). \label{eq:left}
\end{equation}
In the limit $k\ll k_c$ the ripple runs many wavelengths almost undamped. At $k=k_c$ a fraction $e^{-2\pi}\approx0.002$ is left after one period, and the motion is hardly visible as a wave.

A group of ripples with wavenumbers close to $k$ moves at the group velocity
\begin{equation}
 \frac{d}{dk}(-Ak^2)=-2Ak,
\end{equation}
twice the phase velocity. This description needs $k\ll k_c$, so that damping doesn't reshape the group while it travels.

On a single edge with isotropic mobility, the current moves a small ripple against the atomic drift while edge energy damps it, and only ripples with $k\ll k_c$ travel many wavelengths before they fade. What remains is to add the second sidewall and a mobility that depends on the edge angle, and to work through an example with numerical tests and estimates of neglected effects.

Numerical values quoted here were computed with a short program.
